# Why hydrogen resist stripping can spare methyl groups in low-k films, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I strip resist from a porous organosilicate film with downstream radicals. Oxygen removes much of the Si-CH3, while hydrogen often removes less. Is it enough to say that oxygen atoms attack methyl readily and hydrogen atoms do so slowly?

**A.** No. That statement compares attack per collision, whereas you compare two processes that must remove the same resist. Hydrogen also removes resist slowly, so it needs more collisions. The comparison therefore involves the first attack, what happens to the damaged site afterwards, the resist removal per collision, and how deeply the radicals penetrate the pores.

I shall assume that neutral radicals alone reach the wafer, without ions or ultraviolet light. The dielectric is exposed throughout the strip to the same radical flux as the resist.

**Q.** What is the first attack, and does its energy favour oxygen?

**A.** Either atom can take a hydrogen from the methyl group:

\[
\mathrm{SiCH_3+H\to SiCH_2+H_2},\qquad
\mathrm{SiCH_3+O\to SiCH_2+OH}.
\]

The product SiCH2 carries an unpaired electron on carbon. To estimate the energies I use SiH3CH3, a small closed-shell molecule containing the bond, in place of the film site. The levels of theory are B3LYP and MP2 with the def2-SVP basis, at idealised geometries and without zero-point energy.

The reaction energies for H are −0.03 eV (B3LYP) and 0.30 eV (MP2). For O they are 0.12 and 0.40 eV. Within either method the two reactions differ by at most 0.15 eV, and in this basis oxygen is not the favoured one. The individual values are not converged in the basis: with def2-TZVP both B3LYP values fall by 0.13 eV, to −0.16 and −0.01 eV, while their difference stays 0.15 eV. The MP2 difference shrinks from 0.10 eV to about zero in def2-TZVP, so the two reactions are best regarded as close in energy. Any advantage of oxygen in this step must come from its rate, and reaction energies do not supply barriers. I shall put barriers into the model as assumptions.

**Q.** Where do the two chemistries part company?

**A.** At the radical site. Another hydrogen atom can put back what the first removed:

\[
\mathrm{SiH_3CH_2+H\to SiH_3CH_3},\qquad \Delta E=-4.62\ \mathrm{eV}.
\]

An oxygen atom brings no hydrogen with which to rebuild CH3. It can instead cut the silicon–carbon bond:

\[
\mathrm{SiH_3CH_2+O\to SiH_3+CH_2O},\qquad \Delta E=-3.70\ \mathrm{eV}.
\]

The silicon radical can then bind OH and become a silanol:

\[
\mathrm{SiH_3+OH\to SiH_3OH},\qquad \Delta E=-5.14\ \mathrm{eV}.
\]

These are B3LYP values; MP2 gives −4.56, −3.72 and −5.35 eV. All are def2-SVP results whose convergence in the basis is not shown here, so the last digits should not be relied on. The energies show that this route to silanol is strongly downhill. They do not show that it is the sole oxidation route, nor do they give its rate. Abstraction supplies OH, but sparingly. With the parameters used below, OH hits are only 1 to 3% of O hits over the damaged depth if OH is lost on the walls as readily as O, and at most a third at 64 nm if it is not lost at all. At equal capture probability a silicon radical is more likely to meet an O atom first.

**Q.** Restoration releases a lot of energy. Could the new methyl group break off before it cools?

**A.** It could. In the model molecule the C-H bond just formed releases 4.62 eV and the Si-C bond needs 3.82 eV, so break-up is energetically open by 0.80 eV (0.63 eV with MP2). The def2-TZVP basis moves the B3LYP margin to 0.83 eV, and zero-point energy, which is left out, would shift it by an amount not estimated here. In the film the silicon carries three oxygens instead of three hydrogens, which can shift the Si-C energy, and I have not computed the margin for that site. Break-up competes with the flow of heat into the film.

For a rough size, treat the site as \(m\) classical oscillators sharing energy \(E\). All divisions of the energy are equally likely, and they fill a simplex of dimension \(m-1\). Requiring at least \(E_0\) in one chosen oscillator leaves a similar simplex whose edge is multiplied by \(1-E_0/E\). The probability is therefore \((1-E_0/E)^{m-1}\). Multiplying by an attempt rate \(\nu\) and dividing by a cooling rate \(k_c\) gives the break-up fraction, when it is small:

\[
f=\frac{\nu}{k_c}\left(1-\frac{E_0}{E}\right)^{m-1}.
\]

With \(m=9\), \(\nu=10^{14}\ \mathrm{s^{-1}}\) and \(k_c=10^{12}\ \mathrm{s^{-1}}\), this is \(100(0.80/4.62)^8\approx8\times10^{-5}\). The estimate is sensitive to \(m\): five oscillators would give about 0.09. It also ignores two effects of opposite sign. Adding the classical thermal energy of the oscillators at 523 K raises the two values to about \(10^{-3}\) and 0.2. Letting the energy drain gradually, as \(e^{-k_ct}\), instead of in one step lowers them to about \(2\times10^{-6}\) and \(4\times10^{-3}\). Both effects together give about \(5\times10^{-5}\) and 0.01. Restoration is thus plausible if energy spreads quickly through the network, but this estimate does not prove it.

**Q.** How do you turn restoration into a loss rate?

**A.** Count time by \(N\), the number of radical hits on one site. Let \(M\) be the fraction of sites that are intact and \(R\) the fraction in the SiCH2 state. Per hit, an intact site loses a hydrogen with probability \(a\), and a radical site captures the incoming atom with probability \(q\). Of these captures, a fraction \(b\) destroys the site and \(1-b\) restores it. Then

\[
\frac{dM}{dN}=-aM+q(1-b)R,\qquad
\frac{dR}{dN}=aM-qR.
\]

Try solutions proportional to \(e^{-kN}\). The determinant condition is

\[
(a-k)(q-k)-aq(1-b)=0,
\]

which expands to

\[
k^2-(a+q)k+abq=0.
\]

For \(a\ll q\), the slow root is much smaller than \(a+q\). Dropping \(k^2\) gives

\[
k\simeq\frac{abq}{a+q}\simeq ab .
\]

The net loss probability per hit is therefore \(p=ab\), and \(M\simeq e^{-abN}\) after a brief start. The capture probability cancels because every radical site is eventually captured; a smaller \(q\) merely makes it wait longer. The waiting population is small, \(R\simeq aM/q\).

For oxygen I take \(b=1\). This neglects hydrogen-bearing species from the resist that might restore some sites, so it may overstate oxygen damage. For hydrogen, \(b\) covers captures that end in break-up or another loss. If hydrogen also destroys intact sites directly with probability \(c\) per hit, then \(p=ab+c\), which is the same as replacing \(b\) by \(b+c/a\).

**Q.** How does equal resist removal enter?

**A.** Let \(\Gamma\) be the number of radical hits per area and time, \(Y\) the number of resist carbons removed per hit, \(h\) the resist thickness and \(n_C\) its carbon density. The resist contains \(hn_C\) carbons per area, so the strip time is

\[
t=\frac{hn_C}{Y\Gamma}.
\]

A methyl site of area \(s\) at the film surface receives

\[
N=s\Gamma t=\frac{shn_C}{Y}
\]

hits. The flux has cancelled: a denser radical source shortens the strip without changing the damage, provided \(a\), \(b\) and \(Y\) do not depend on density. The damage depth derived below also needs the wall recombination probability to be independent of density. The surface exposure to net loss is

\[
F=Nab=\frac{shn_C\,ab}{Y},
\]

and the surface methyl fraction left is \(e^{-F}\). The relevant chemical quantity is \(ab/Y\), not \(a\).

**Q.** Hydrogen atoms are light and fast. Do they not go deeper into the pores?

**A.** Their speed does not decide the depth in this model. Consider a long cylindrical pore of diameter \(d\), so narrow that radicals hit the wall rather than one another. They leave the wall with a cosine distribution. Let \(\alpha\) be the angle from the pore axis and \(\varphi\) the angle from the inward normal in the cross-section. The chord in the cross-section is \(d\cos\varphi\), so the axial step is \(d\cos\varphi\cot\alpha\).

The cosine law weights each direction by its normal component, \(\sin\alpha\cos\varphi\), divided by \(\pi\). With the solid angle \(\sin\alpha\,d\alpha\,d\varphi\), the mean square step is

\[
\langle\ell^2\rangle=\frac{d^2}{\pi}
\int_{-\pi/2}^{\pi/2}\!\cos^3\varphi\,d\varphi
\int_0^\pi\!\cos^2\alpha\,d\alpha
=\frac{d^2}{\pi}\,\frac43\,\frac{\pi}{2}
=\frac{2d^2}{3}.
\]

At gas density \(n\), a unit length of pore contains \(n\pi d^2/4\) radicals, and its wall receives \(\pi d\,nv/4\) hits per time, where \(v\) is the mean speed. Their ratio, \(d/v\), is the mean time between hits. The diffusion coefficient along the pore is therefore

\[
D=\frac{\langle\ell^2\rangle}{2(d/v)}=\frac{dv}{3}.
\]

If a radical recombines with probability \(g\) at each hit, its loss rate is \(gv/d\). In steady state, with \(x\) measured along the pore,

\[
\frac{dv}{3}\frac{d^2n}{dx^2}=\frac{gv}{d}\,n
\quad\Longrightarrow\quad
\frac{d^2n}{dx^2}=\frac{3g}{d^2}\,n.
\]

The speed cancels because a fast radical both travels and meets the wall more often. If the pore path is longer than the depth \(z\) by a factor \(\tau\), then \(x=\tau z\), and the decaying solution is

\[
n(z)=n(0)e^{-z/\lambda},\qquad
\lambda=\frac{d}{\tau\sqrt{3g}}.
\]

This needs \(g\ll1\), so that \(\lambda\gg d\). A species that recombines less readily penetrates further.

I tested the law by following 10,000 radicals in a straight 2 nm pore with \(g=10^{-3}\). For exponential decay the median distance at loss is \(\lambda\ln2\). The walk gave \(\lambda=35.9\) nm against 36.5 nm from the formula. The gap is 1.6% of the formula value, and the sampling error is about 1.4%. The gap is mostly not noise: rare long flights along the pore give a correction of order \(d/\lambda\), and the exact step distribution yields 35.8 nm, 2% below the diffusion formula.

**Q.** What damage depth follows?

**A.** At depth \(z\) the number of hits is multiplied by \(e^{-z/\lambda}\), so the lost methyl fraction is \(1-\exp(-Fe^{-z/\lambda})\). I define the damage depth \(\delta\) as the thickness of completely depleted film that would contain the same total loss. For a film much thicker than \(\lambda\),

\[
\delta=\int_0^\infty
\left[1-\exp(-Fe^{-z/\lambda})\right]dz.
\]

Set \(u=Fe^{-z/\lambda}\), hence \(dz=-\lambda\,du/u\). The limits become \(F\) and 0, and the minus sign reverses them:

\[
\delta=\lambda\int_0^F\frac{1-e^{-u}}{u}\,du
\equiv\lambda\,\mathrm{Ein}(F).
\]

To evaluate the integral, split it at \(u=1\) and write \(E_1(F)=\int_F^\infty e^{-u}du/u\). This gives

\[
\mathrm{Ein}(F)=\ln F+E_1(F)+
\left[\int_0^1\frac{1-e^{-u}}u\,du-E_1(1)\right].
\]

Integrating both terms in the bracket by parts, with \(du/u=d\ln u\), turns it into \(-\int_0^\infty e^{-u}\ln u\,du\), which is Euler's constant \(\gamma_E=0.577\ldots\). Thus

\[
\mathrm{Ein}(F)=\ln F+\gamma_E+E_1(F).
\]

For \(F\ll1\) the integrand is nearly one and \(\delta\simeq\lambda F\): damage grows in proportion to exposure. For \(F\gg1\), \(E_1\) is negligible and \(\delta\simeq\lambda(\ln F+\gamma_E)\): the surface is already depleted, and a front creeps inward logarithmically.

**Q.** Then when does hydrogen preserve more methyl?

**A.** In this model, for equal resist removal, when

\[
\lambda_H\mathrm{Ein}(F_H)<\lambda_O\mathrm{Ein}(F_O).
\]

If both exposures are small, inserting \(\lambda\) and \(F\) and cancelling the common film and resist quantities gives

\[
\frac{a_Hb_H}{Y_H\sqrt{g_H}}<
\frac{a_O}{Y_O\sqrt{g_O}}.
\]

Hydrogen can fail this condition despite a smaller \(a\), if its \(Y\) is small or its \(b\) is not.

**Q.** Please put numbers to it.

For equal resist removal, the model says hydrogen preserves more methyl when \(\lambda_H\mathrm{Ein}(F_H)<\lambda_O\mathrm{Ein}(F_O)\), a condition that includes restoration, resist removal per hit and penetration as well as the first attack. It remains to put numbers to this condition, see how far they depend on the assumptions, and decide what to measure on a real tool.
